# Ten Missing Trap Events: Chance or Defect Volatility?

**Situation.** A small silicon pMOSFET is stressed repeatedly with a negative gate pulse. During a pulse a trap in the oxide may capture a hole. After the pulse the hole is emitted, and the threshold voltage recovers by one sharp step. The step height and the mean emission time identify the trap. One trap is normally charged in 80 percent of the pulses. Its step is then absent after ten consecutive pulses. A defect is called volatile if it can become electrically inactive for a time and later return.

The parameters are round and rough:

- gate 150 nm by 100 nm, oxide thickness $d=2.2$ nm, relative permittivity 3.9;
- stress field 7 MV/cm, temperature $T=400$ K;
- pulse length $t_s=10$ ms, mean emission time $\tau_e=0.5$ s;
- readout from $t_d=1$ ms to $t_r=10$ s after each pulse, when the next pulse begins.

Write $p=0.8$ and $q=1-p$.

## Part (a): the chance of ten absences

**Question.** Assume that the trap is unchanged, starts each pulse neutral, and gives a visible step whenever it has been charged. Neglect emission during stress. Find the mean capture time $\tau_c$ and the probability that ten specified consecutive pulses all fail to charge the trap.

**Answer.** A neutral trap captures at the constant rate $1/\tau_c$, so its probability $P_0$ of still being neutral obeys

$$\frac{dP_0}{dt}=-\frac{P_0}{\tau_c},\qquad P_0(0)=1,\qquad P_0(t_s)=e^{-t_s/\tau_c}=q .$$

Taking the logarithm gives $t_s/\tau_c=\ln(1/0.2)=\ln 5=1.609$, hence $\tau_c=10/1.609=6.21$ ms.

A missed pulse leaves the trap neutral. A constant rate has no memory of earlier waiting, so the next pulse again fails with probability $q$. The conditional probabilities multiply:

$$P_{10}=q^{10}=\left(\frac{2}{10}\right)^{10}=\frac{1024}{10^{10}}=1.024\times10^{-7}.$$

Equivalently, the trap must survive $10\times1.609=16.09$ capture times of stress. The value $q^{10}$ needs only independent pulses with charging probability $p$; the exponential law is needed to infer $\tau_c$.

This is the probability of the observation if chance is at work. It is not the probability that chance is at work, which also depends on the alternatives.

## Part (b): searching a long record

**Question.** The ten absences were noticed somewhere in a record of $M=1000$ pulses, and ten such traps were watched. Bound the probability of finding a run of $m=10$ misses by chance.

**Answer.** Sort the records by where their first run begins. A run beginning at pulse 1 has probability $q^m$. If the first run begins later, the preceding pulse must be a hit, since otherwise a run would have begun earlier. Each later start therefore contributes at most $pq^m$, and there are $M-m$ of them:

$$P_{\rm run}\le q^m[1+(M-m)p].$$

The bracket is $1+990\times0.8=793$, so the bound is $8.12\times10^{-5}$. Following the current run length from pulse to pulse gives the same value to three figures.

The probability that at least one of ten traps shows a run cannot exceed the sum of their separate probabilities. The bound becomes $8.12\times10^{-4}$, whether or not the traps are independent. The figure $10^{-7}$ belongs to ten pulses specified in advance.

## Part (c): an estimated charging probability

**Question.** Suppose that $p$ is known only from $h=80$ hits in $N=100$ earlier pulses. With a flat prior for $p$, find the probability of ten further misses, and reconsider the search of part (b).

**Answer.** The posterior density is proportional to $p^h(1-p)^{N-h}$. Averaging $(1-p)^{10}$ over it gives

$$P_{\rm pred}=\frac{\int_0^1p^h(1-p)^{N-h+10}\,dp}{\int_0^1p^h(1-p)^{N-h}\,dp}.$$

With $\int_0^1p^r(1-p)^s\,dp=r!\,s!/(r+s+1)!$, the factor $h!$ cancels:

$$P_{\rm pred}=\frac{(N-h+10)!}{(N-h)!}\,\frac{(N+1)!}{(N+11)!}
=\prod_{i=0}^{9}\frac{N-h+1+i}{N+2+i}.$$

The numbers are

$$P_{\rm pred}=\frac{21\cdot22\cdots30}{102\cdot103\cdots111}=5.8\times10^{-7}.$$

This exceeds $q^{10}$ for two reasons. The posterior mean of the miss probability is $21/102=0.206$ rather than 0.2. Also, $q^{10}$ is convex, so values of $q$ above the mean add more than values below it remove. The uncertainty matters because the same unknown $p$ applies to all ten pulses. Independent scatter from pulse to pulse, with mean miss probability $q$, would still give $q^{10}$, because the average of a product of independent factors is the product of their averages.

For the search, $p\le1$ makes the bracket in part (b) at most 991. Averaging over $p$ then gives at most $991\times5.8\times10^{-7}=5.8\times10^{-4}$ for one trap, and $5.8\times10^{-3}$ for ten traps known equally well. Chance remains unlikely, but by a much smaller margin than $10^{-7}$ suggests.

## Part (d): comparison with a volatile defect

**Question.** Before each pulse an active trap becomes dormant with probability $a=0.001$, and a dormant trap revives with probability $b=0.01$. A dormant trap never gives a step. The trap was active in the pulse before the run. Compare the probability of ten absences with that of part (a).

**Answer.** One sufficient history is dormancy before the first pulse, followed by nine failures to revive. Hence

$$P_{\rm vol}\ge a(1-b)^9=0.001\times0.99^9=9.1\times10^{-4}.$$

For the full value, let $u_k$ and $v_k$ be the probabilities that the first $k$ pulses were all missed and that the trap is then active or dormant. Switching comes first, and an active trap then misses with probability $q$:

$$u_{k+1}=q[(1-a)u_k+bv_k],\qquad v_{k+1}=au_k+(1-b)v_k,$$

with $u_0=1$ and $v_0=0$. Ten applications give $P_{\rm vol}=u_{10}+v_{10}=1.15\times10^{-3}$. The likelihood ratio is

$$\frac{P_{\rm vol}}{q^{10}}=\frac{1.1475\times10^{-3}}{1.024\times10^{-7}}=1.12\times10^4 .$$

For ten pulses specified in advance and a known $p$, the observation multiplies the prior odds of this volatile model against the unchanged trap by $1.12\times10^4$. If $p$ is instead estimated as in part (c), the factor is about $2.0\times10^3$. Within the volatile model, the share of ten-miss histories containing no dormancy is

$$\frac{[(1-a)q]^{10}}{P_{\rm vol}}=8.8\times10^{-5}.$$

The rates $a$ and $b$ are assumed, not measured. With $b=0.01$, the lower bound exceeds $q^{10}$ once $a>q^{10}/0.99^9=1.12\times10^{-7}$, so histories with dormancy then outweigh those without it, even though dormancy is very rare. Because a dormant trap always misses, $P_{\rm vol}$ exceeds $q^{10}$ for any $a>0$; with $b=0.01$ and small $a$ the likelihood ratio is about $1+1.12\times10^7a$, which is only 2.3 at this threshold. The duration of dormancy matters too: the bound vanishes as $b\to1$, because a dormancy lasting one pulse cannot span ten.

## Part (e): losses and small drifts

**Question.** Estimate how imperfect observation and small changes of the operating point alter the result of part (a). Take 0.8 as the ideal capture probability, not as a count of visible steps.

**Answer.** *Readout window.* A charged trap emits before readout with probability $1-e^{-t_d/\tau_e}=0.002$, and keeps its charge past the window with probability $e^{-t_r/\tau_e}=2.1\times10^{-9}$. Carried charge is negligible here. The miss probability becomes $0.2+0.8\times0.002=0.2016$, and ten absences have probability $1.11\times10^{-7}$.

*Emission during stress.* With $k_c=1/\tau_c$ and $k_e=1/\tau_e$, the charged probability obeys $\dot P_1=k_c(1-P_1)-k_eP_1$. Starting from zero,

$$P_1(t_s)=\frac{k_c}{k_c+k_e}\left[1-e^{-(k_c+k_e)t_s}\right]=0.794,$$

if the emission time under stress is also 0.5 s. Ten absences then have probability $1.37\times10^{-7}$.

*Noise.* In a uniform charge-sheet model, a charge at the channel interface shifts the threshold by $ed/(\varepsilon A)=0.68$ mV, where $\varepsilon$ is the oxide permittivity and $A$ the gate area. With Gaussian noise of 0.10 mV on the measured step height, false steps neglected, and a detection threshold at half the step, a step is overlooked with probability $3.3\times10^{-4}$. The result is $1.04\times10^{-7}$. A trap at depth $x=0.5$ nm has its step reduced by $1-x/d=0.77$, to 0.53 mV. With the threshold lowered to half of this smaller step, about 0.4 percent of steps are overlooked, which gives about $1.2\times10^{-7}$. With the threshold left at 0.34 mV, about 3 percent are overlooked, which gives about $3.4\times10^{-7}$. If 0.10 mV were instead the noise of each of the two levels that define the step, the noise of their difference would be larger by $\sqrt2$, and the three results would be $1.4\times10^{-7}$, $3.4\times10^{-7}$ and $2.5\times10^{-6}$.

*Drifts.* Let $\tau_c\propto e^{E_a/k_BT}$ with $E_a=0.6$ eV, and let the capture barrier rise by the full shift of the trap level, $ex\,\Delta V/d$, when the oxide voltage falls by $\Delta V$. Cooling by 1 K at fixed voltage gives $2.0\times10^{-7}$. A 10 mV drop at fixed temperature gives $2.9\times10^{-7}$.

All these effects together, with the interface value of the step, raise the miss probability to 0.244 and the ten-absence probability to $7.5\times10^{-7}$. The smaller step at 0.5 nm depth, with the threshold lowered to half of it, raises this to about $8\times10^{-7}$. If the 80 percent was instead counted from visible steps, constant losses are already included, and only changes since that count matter.

## Part (f): what has been established?

**Question.** How much slower must capture become for ten absences to have probability 0.05? Could a drift of the whole device be responsible? State what the absences support.

**Answer.** Replace $\tau_c$ by $r\tau_c$ and use $t_s/\tau_c=\ln5$:

$$e^{-10\ln5/r}=0.05\quad\Longrightarrow\quad r=\frac{10\ln5}{\ln20}=5.37 .$$

If cooling alone is responsible, $\ln r=(E_a/k_B)(1/T'-1/T)$, so

$$\frac1{T'}=\frac1T+\frac{k_B\ln r}{E_a},\qquad T-T'=35\ {\rm K}.$$

This keeps $\tau_e$ fixed. Cooling also slows emission; with an emission barrier of 1.2 eV, charge carried past the readout window lowers the required cooling to about 33 K.

If a voltage loss alone is responsible, $\ln r=ex\,\Delta V/(d\,k_BT)$, so

$$\Delta V=\frac{d\,k_BT\ln r}{ex}=0.255\ {\rm V}.$$

This is a field drop of 1.16 MV/cm, or 17 percent of the stress field. The estimate neglects the accompanying loss of channel holes, which also slows capture. If the hole density is taken as proportional to the oxide field, the required drop is about 0.23 V. A barrier that follows only part of the level shift raises the required drop.

A control trap in the same device tests a common drift. If it also had $p=0.8$ and slowed by the same factor, its charging probability would fall to $1-0.05^{1/10}=0.259$. It would still appear in at least eight of ten pulses with probability

$$\sum_{j=8}^{10}\binom{10}{j}(0.259)^j(0.741)^{10-j}=5.4\times10^{-4}.$$

A control that keeps responding normally therefore argues strongly against such a drift, provided that it is as sensitive to temperature and voltage as the missing trap. A control only 0.1 nm deep would be a poor test of the 0.255 V loss: it would still appear in at least eight of ten pulses with probability 0.34, compared with 0.68 for an unaffected control.

Even a good control does not exclude a change confined to the missing trap. Four further observations test the most direct alternatives:

- The threshold must return to its former baseline; a remaining shift of one step height would indicate a trap that stays charged.
- A wider readout window tests whether emission has become too fast or too slow to be seen.
- A longer pulse tests for slower capture: if $\tau_c$ has grown by 5.37, lengthening $t_s$ by the same factor restores $p=0.8$ in the model of part (a).
- A readout with less noise and a lower detection threshold tests whether the step has only shrunk, for instance because another charge has rerouted the channel current. With the noise of part (e) and the threshold fixed at 0.34 mV, a fall from 0.68 to about 0.29 mV already gives ten absences with probability 0.05.

The ten absences make chance failure of an unchanged, independent trap unlikely, even after the search in part (c). With the alternatives above excluded, they indicate that the trap has become inactive, but not that it will return. Permanent loss, with $a=0.001$ and $b=0$ in part (d), gives ten absences with probability $1.25\times10^{-3}$, about the same as the volatile model. A later return with the same step height and emission time would favour volatility over permanent loss, since it would indicate that the disappearance was reversible.

**Relation to real devices.** The dimensions and times represent a small thin-oxide pMOSFET under accelerated stress; 7 MV/cm is above a usual operating field. Real capture and emission times spread over many decades, and uneven channel current makes step heights differ from the charge-sheet value. A weak point of the chance estimate is the assumption that $p$ stays constant. The small drifts and losses of part (e) together move $10^{-7}$ to nearly $10^{-6}$, or to about $2\times10^{-6}$ for the smaller step with the threshold left at 0.34 mV. A lasting slowing of capture by a factor of 5.37 moves it to 0.05. Creation of new traps and oxide breakdown are not modelled. The main values are collected in the numerical output.

## Values computed for the example and the checks

```
Charging probability per pulse: 0.80
Miss probability per pulse: 0.20
Number of consecutive absences: 10
Ten-absence probability, chance alone: 1.0240e-07
Stress pulse length: 10.0 ms
Capture time: 6.213 ms
Stress per pulse in capture times: 1.6094
Total stress in capture times: 16.094
Record searched: 1000 pulses; traps searched: 10
Run anywhere in record, exact: 8.1200e-05
Run anywhere in record, upper bound: 8.1203e-05
Upper bound for all traps: 8.1203e-04
Earlier hits: 80 in 100 pulses
Ten absences with uncertain p: 5.8293e-07
Dormancy probability a per pulse: 0.0010
Revival probability b per pulse: 0.0100
Ten absences, volatile model: 1.1475e-03
Lower bound, volatile model: 9.1352e-04
Likelihood ratio, volatile to chance: 11206.2
Posterior share without dormancy: 8.8348e-05
Value of a where lower bound equals chance: 1.1209e-07
Gate width, length: 150, 100 nm
Oxide thickness: 2.2 nm; trap depth: 0.5 nm
Stress field: 7.0 MV/cm
Oxide voltage: 1.54 V
Temperature: 400 K; activation energy: 0.60 eV
Emission time: 0.50 s
Readout delay: 1.0 ms; window end: 10.0 s
Charge carried past window: 2.061e-09
Ten absences with delay and carried charge: 1.1088e-07
Charging probability with stress emission: 0.7941
Ten absences with stress emission: 1.3700e-07
Threshold step: 0.681 mV; readout noise: 0.10 mV
Probability of overlooking a step: 3.339e-04
Ten absences with readout noise: 1.0378e-07
Ten absences after 1 K cooling: 2.0355e-07
Ten absences after 10 mV oxide-voltage drop: 2.8596e-07
Miss probability, losses and small drifts together: 0.2439
Ten absences, losses and small drifts together: 7.4642e-07
Chosen level for a plausible run: 0.05
Capture-time growth needed for that level: 5.372
Charging probability after that growth: 0.2589
Cooling needed for that growth: 35.23 K
Oxide-voltage drop needed: 0.2550 V
Field drop needed: 1.159 MV/cm
Equal control trap still gives at least 8 of 10: 5.3846e-04
```
